# Choosing a Current-Balance Tolerance for Monte Carlo Trench Charging

## A flat insulator shows what the tolerance means

Let a flat insulating surface face a plane held at 0 V. The plane emits singly charged ions at flux $\Gamma$ and electrons at flux $r\Gamma$, with $r>1$. Both fluxes are averages over the radio-frequency cycle. There are no collisions and no space charge, and every particle that lands stays where it lands.

The electrons have a Maxwellian velocity distribution at temperature $T_e$, expressed in eV. Let $K_y$ be the energy of motion towards the surface and $u_y=\sqrt{K_y}$. A flux counts fast particles in proportion to their speed, so its weight is
$$u_y e^{-u_y^2/T_e}\,du_y=\tfrac12 e^{-K_y/T_e}\,dK_y .$$
The normalized distribution of $K_y$ is therefore $e^{-K_y/T_e}/T_e$. At a surface potential $V<0$, electrons with $K_y>|V|$ arrive, which is a fraction $e^{V/T_e}$. Ions are attracted and all arrive. The two currents cancel when
$$r\,e^{V/T_e}=1,\qquad V_f=-T_e\ln r .$$
For $0\le V$ below the ion energy all electrons arrive and outnumber the ions, so there is no root there.

Now define the imbalance of arrival rates, $b=(I-E)/(I+E)$, with $I$ for ions and $E$ for electrons. Put $V=V_f+\delta$ with $V\le0$. Then $E/I=e^{\delta/T_e}$ and
$$b=\frac{1-e^{\delta/T_e}}{1+e^{\delta/T_e}}=-\tanh\frac{\delta}{2T_e}.$$
The last step multiplies numerator and denominator by $e^{-\delta/2T_e}$. This converts a current tolerance into a potential error. At $T_e=4$ eV, an error of 1 V corresponds to $|b|=\tanh(1/8)=0.12$. A tolerance of 0.4 is far too loose for $r=2$. Below $V_f$ it admits errors up to $8\,\mathrm{artanh}(0.4)=3.4$ V. Above $V_f$ it sets no useful limit: for $0\le V$ below the ion energy all particles arrive, $|b|$ stays at $(r-1)/(r+1)=1/3$, and every such potential passes.

With $r=2$ the formula gives $V_f=-2.77$ V. The full Monte Carlo procedure described below gives $-2.82$ V on a flat surface.

## What changes in a trench

Consider a periodic array of long insulating trenches, uniform along their length, with a grounded substrate underneath. The surface is divided into cells $k$ with potentials $V_k$. Steady charging requires
$$I_k(V)=E_k(V)\quad\text{on every cell.}$$
The rates on one cell depend on all the potentials. If neither species reaches a cell, its charge is undetermined; if one species alone reaches it, it has no steady charge. There is no surface conduction, secondary emission or reflection of particles at the walls.

A balanced total current is a weaker condition. With every cell of the trench treated below held at $V_f$, the total imbalance is $-0.021$, while the imbalances of single cells range from $-0.73$ to $0.19$. The tolerance must therefore be applied cell by cell.

The geometry creates these differences. Without fields, the electron flux in the plane of the cross-section has the angular distribution $\frac12\cos\theta\,d\theta$, with $\theta$ measured from the vertical. Take a mouth of width $w$ above a floor at depth $d$. From a point $x$ of the mouth, the fraction that reaches the floor is half the sum of the sines of the two limiting angles. Averaging over the mouth gives
$$F=\frac1{2w}\int_0^w\!\left[\frac{x}{\sqrt{x^2+d^2}}+\frac{w-x}{\sqrt{(w-x)^2+d^2}}\right]dx .$$
The two terms have equal integrals, by the substitution $x\to w-x$, so
$$F=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+d^2}}=\sqrt{1+a^2}-a,\qquad a=\frac dw .$$
For $a=2$ this is 0.236; traced particles give 0.242.

Ions arrive nearly vertically. Let their directed energy be $K_0$ and their transverse temperature $T_i$, so that $u_x$ is Gaussian with variance $T_i/2$. The mean of its positive part is $\sqrt{T_i/2}/\sqrt{2\pi}=\sqrt{T_i/4\pi}$. An ion drifts sideways by $d\,u_x/\sqrt{K_0}$ on its way down. As long as this is less than $w$, the fraction lost to the two walls is
$$L=2a\sqrt{\frac{T_i}{4\pi K_0}} .$$

For $K_0=20$ eV and $T_i=2$ eV, $L=0.18\,a$. At $a=0.5$ the uncharged floor receives on average $rF=1.24$ electrons and $1-L=0.91$ ions per ion entering, so it first charges negatively. At $a=2$ the numbers are 0.47 and 0.64, and it first charges positively. These are initial tendencies; the fields then change the trajectories.

## From deposited charge to trajectories

Away from the surface the potential obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$, where $\varepsilon$ is the relative permittivity. On a finite-element mesh this becomes $K\phi=q$, where $q$ is the node charge per unit trench length divided by $\varepsilon_0$. Let $s$ denote surface nodes and $f$ the other nodes that are not on an electrode. The electrodes are at 0 V and the $f$ nodes carry no charge, so
$$K_{ff}\phi_f+K_{fs}V=0\;\Rightarrow\;\phi_f=-K_{ff}^{-1}K_{fs}V,$$
$$q=K_{ss}V+K_{sf}\phi_f=\left(K_{ss}-K_{sf}K_{ff}^{-1}K_{fs}\right)V\equiv CV .$$

Each surface node should own one charge cell. If charge were instead stored on faces and shared equally between their end nodes, alternating charges $+,-,+,-$ around a closed surface with an even number of faces would load no node. That pattern could grow without any field to oppose it.

The vacuum potential is fixed by $V$ and the emitting plane, because Laplace's equation with given boundary values has one solution. Ballistic particles feel the vacuum field alone. Hence the zero-current potentials do not depend on the permittivity of the insulator, although the stored charge $CV$ and the charging time do.

For a particle of mass $m$ and charge $\pm e$, with sign $s=\pm1$, define $u=\dot x\sqrt{m/2e}$ and $\tau=t\sqrt{2e/m}$. Then $u^2$ is the in-plane kinetic energy in eV. Newton's law $m\ddot x=seE$, with $E$ here the electric field, becomes
$$\frac{dx}{d\tau}=u,\qquad\frac{du}{d\tau}=\frac s2E .$$
Mass has disappeared. Since $d(u^2)/d\tau=sE\cdot u=-s\,d\phi/d\tau$, the sum $u^2+s\phi$ is conserved. If all lengths and $\tau$ are multiplied by $\lambda$ at fixed potentials, $E$ falls by $\lambda$ and the equations keep their form. Steady potentials are thus independent of overall size, while oxide fields grow as $1/\lambda$ when the structure shrinks. This holds within the model, with the distance to the emitting plane scaled as well, and only until the insulator begins to conduct.

## Searching for the root

Real charging can be slow where few particles arrive. A pseudo-time search reaches for the same root more directly:

1. Solve for the field of the present $V$.
2. Launch Poisson-distributed numbers of both species and count the arrivals $N_{i,k}$ and $N_{e,k}$.
3. Update every cell by
$$V_k\leftarrow V_k+gT_e\,\hat b_k,\qquad \hat b_k=\frac{N_{i,k}-N_{e,k}}{N_k+n_0},$$
where $N_k=N_{i,k}+N_{e,k}$ and $n_0>0$ prevents division by zero.
4. Reduce $g$ slowly and average the late potentials.

The noisy denominator does not displace the root. In a frozen field the two counts are independent Poisson variables. Given their sum $N_k$, each arrival is an ion with probability $I_k/(I_k+E_k)$, so the mean difference is $N_kb_k$, with $b_k$ the true imbalance. Therefore
$$\langle\hat b_k\rangle=\alpha_kb_k,\qquad \alpha_k=\left\langle\frac{N_k}{N_k+n_0}\right\rangle>0 .$$

The floor may respond slowly as a whole. Its cells can receive an additional $gT_eG\hat B$, where $G>0$ and $\hat B$ is the same ratio formed from the summed floor counts. By the same argument $S\equiv\langle\hat B\rangle=\sum_kc_kb_k$ over the floor, with all $c_k>0$. A stationary mean update requires $\alpha_kb_k=-GS$ on each floor cell. Multiplying by $c_k/\alpha_k$ and summing gives
$$S=-GS\sum_k\frac{c_k}{\alpha_k}\;\Rightarrow\;S=0\;\Rightarrow\;b_k=0 .$$
The collective term changes the path and leaves the root in place.

The flat surface indicates a safe gain. Near its root $b\simeq-\delta/2T_e$, so for large counts one update multiplies $\delta$ by $1-g/2$, or by $1-g(1+G)/2$ if the collective term acts on all cells. Convergence requires $0<g(1+G)<4$. In a trench this is guidance, because the cells are coupled. Averaging fluctuating potentials also leaves a bias, since the mean current over the fluctuations differs from the current at the mean potential where the response is curved.

## Setting the tolerance and the sample

The mean current per unit trench length on a cell during real charging between $t_1$ and $t_2$ is
$$\bar J_k=\varepsilon_0\frac{q_k(t_2)-q_k(t_1)}{t_2-t_1}.$$
If the charge stays bounded, this tends to zero for a long window even when the charge keeps wandering. A sharper diagnosis freezes the averaged field and sends fresh particles through it.

With $N$ arrivals and ion fraction $p$, the measured imbalance is $2p-1$. Its variance is $4p(1-p)/N=(1-b^2)/N$. The acceptance rule for tolerance $b_*$ is
$$|b_k|+2\sqrt{\frac{1-b_k^2}{N_k}}<b_*\quad\text{on every cell.}$$
Asking merely whether $b_k$ is compatible with zero would reward poor sampling, because a cell with few arrivals has a large error bar.

To choose the numbers, start from a potential error $\delta>0$ and take $b_*=\tanh(\delta/2T_e)$, making sure that $b_*<(r-1)/(r+1)$ so that positive potentials are excluded on a flat surface. If half of $b_*$ is reserved for sampling, $2/\sqrt N\le b_*/2$ gives $N\ge16/b_*^2$. For 1 V at 4 eV this is about 1000 arrivals on the least visited cell.

In a trench the linear relation is a matrix, $\delta b=J\,\delta V$. A pattern $\delta V$ for which $J\,\delta V$ is nearly zero can carry a large error at a small imbalance. The flat conversion is then too optimistic, and a second search from a distant starting state is needed.

## A shallow trench

The model trench is 80 nm wide and 40 nm deep, between 60 nm ridges, with 40 nm of insulator below the floor. The emitting plane lies 60 nm above the ridges. There are 22 cells on a 10 nm mesh. The sources are those used above: $T_e=4$ eV, $K_0=20$ eV, $T_i=2$ eV and $r=2$. The relative permittivity is 3.9.

The ridge centre settles at $-2.9$ V, close to $V_f$. The wall 10 nm below the mouth reaches $-8.9$ V, the floor corner $+9.3$ V and the floor centre $-1.1$ V. The field-free estimate, which concerned the first charging of the floor as a whole, does not predict this profile: the nine floor cells average about $+2.7$ V. The next two wall cells are at $-0.2$ and $-1.9$ V, so the potential varies strongly from one cell to the next. The mesh does not resolve the wall and corner profile, and those values belong to this discrete model. The trench was not run on a finer mesh, so the small potential at the floor centre should not be taken as converged either.

The cell that sets the acceptance bound lies 20 nm down the wall. It has $b=0.077$ from 923 arrivals, so its standard error is $\sqrt{(1-0.077^2)/923}=0.033$ and its bound is $0.077+2(0.033)=0.143$. All cells pass the tested tolerance of 0.4. The bound actually reached is more informative: on a flat surface 0.143 would mean 1.2 V. At the floor corner, $b=0.073\pm0.020$ differs from zero by more than three standard errors: the state is balanced within tolerance, and a residual remains in this count. The standard error covers sampling only. The traced trajectories violate energy conservation by 0.31 eV rms, which on a flat surface would correspond to $\tanh(0.31/8)=0.04$ in $b$, so a residual of this size is not established until the time step is refined.

Searches started from 0 V and 10 V differ by 0.77 V rms, within the tested limit of 1 V. Is this sampling noise? Before mirror averaging, left and right cells of one run differ by 0.47 V rms. Independent errors would then be $0.47/\sqrt2=0.33$ V per cell, $0.47/2=0.24$ V after averaging mirror pairs, and again $0.47/\sqrt2=0.33$ V between two runs. The observed 0.77 V is larger, but the estimate rests on ten mirror pairs of one run, dominated by the few wall and corner cells, and can itself be off by a factor of two. Sampling noise is therefore not excluded. Some memory of the start, or weaker restoring of left-right symmetric errors, could also contribute; repeated searches from the same start would be needed to decide. The wall and corner potentials should be read as uncertain by a volt or more. The floor centres agree to 0.1 V, so the difference lies mainly elsewhere.

When real charge is deposited for a fixed dose, the potentials move by 0.07 V rms from the accepted state and by 0.76 V from the uniform state at $V_f$. The uniform state lies 4.7 V rms from the accepted one, so the dose is short compared with full charging. The test supports persistence over that dose only. It does not prove stability or uniqueness.

For oxide damage, the relevant output is a field. In this discrete model, the mean value below the floor centre has magnitude $1.12\ \mathrm{V}/40\ \mathrm{nm}=0.028$ V/nm, or 0.28 MV/cm. Below the corner the same quotient is $9.33/40=0.23$ V/nm, or 2.3 MV/cm, with the mesh reservation above. Between the corner and the next wall cell, 11 V drop over 10 nm, about 11 MV/cm along the surface. This is comparable with the breakdown field of silicon dioxide, roughly 10 MV/cm, so the neglect of conduction becomes doubtful and these figures are no prediction of breakdown. The two quotients also assume a substrate at the potential of the emitting plane. A different substrate potential leaves the surface potentials unchanged but shifts both quotients.

The permittivity matters for the charge: the same potentials require about $-31{,}000$ elementary charges per µm² at the floor centre for permittivity 3.9, and about $-10{,}000$ for permittivity 1. These two numbers show that the mean quotient is not the local field. At fixed potentials the charge is the vacuum part plus $\varepsilon$ times an insulator part, so the latter is $21{,}300/2.9\approx7{,}400$ per µm² in magnitude. Dividing this charge density by $\varepsilon_0$ gives about 1.3 MV/cm just below the floor centre on this mesh, nearly five times the mean. The positive neighbours lift the potential under the centre above zero, and the field reverses before the substrate is reached. At the sharp corner, where the insulator fills three quadrants, the local field grows without limit as the mesh is refined.

## A deep trench that must be rejected

A trench 60 nm wide and 120 nm deep, run with a shorter search, fails the diagnosis. Only 21 of 36 cells meet the tolerance, and the two starts differ by 6.4 V rms. No steady state can be reported from this run.

One feature of deep trenches follows from Laplace's equation. Between walls at 0 V, the slowest-decaying part of a floor potential of 1 V is $(4/\pi)\sin(\pi x/w)\,e^{-\pi z/w}$ at height $z$. At the mouth centre this gives $(4/\pi)e^{-2\pi}=0.0024$ V for $a=2$ and 0.26 V for $a=0.5$. The meshes with open mouths give 0.0023 and 0.28 V. A deep floor therefore has little direct influence on the electrons entering at the mouth.

That does not explain the disagreement, however: the two starts give 17.9 and 18.0 V at the floor centre. The large differences must lie on other cells. The floor value is close to the directed ion energy of 20 eV, which suggests that repulsion of ions limits it; this is a conjecture. Agreement at one cell, even the one of most interest for damage, cannot replace the test on all of them. The remedy to try first is a longer search with more arrivals on the failing cells. If the starts still disagree while every imbalance is small, the cause may be a weak response or more than one steady state. A tighter tolerance, with samples large enough to test it, helps to separate them: with a weak response the difference should shrink along with the imbalances, whereas distinct steady states stay apart.

The complete values are in the numerical output below.

## Values computed for the example and the checks

```
trench width, depth, ridge: 80, 40, 60 nm
floor insulator, vacuum gap, cell: 40, 60, 10 nm
electron temperature, ion energy, ion T: 4.0, 20.0, 2.0 eV
electron/ion flux ratio, permittivity: 2.0, 3.9; cells: 22
Laplace relative error, coarse and fine: 0.0336, 0.0083
floor shading at depth/width 2.0, MC and formula: 0.2419, 0.2361
flat floating potential, MC and formula: -2.818, -2.773 V
path from ridge centre to floor centre (x from ridge centre)
x/nm depth/nm  V/volt  imbalance  std.err.  arrivals
   0      0      -2.85    -0.012     0.013      5514
  10      0      -2.87     0.020     0.013      5690
  20      0      -2.60    -0.006     0.013      5687
  30      0      -3.85    -0.003     0.018      3172
  30     10      -8.88    -0.003     0.040       634
  30     20      -0.19     0.077     0.033       923
  30     30      -1.92    -0.030     0.031      1037
  30     40       9.33     0.073     0.020      2381
  40     40       3.00     0.022     0.015      4533
  50     40       0.95     0.017     0.014      5085
  60     40      -0.73    -0.017     0.014      5341
  70     40      -1.12     0.008     0.014      5341
rms and largest |imbalance|: 0.031, 0.077
largest |imbalance| + 2 standard errors: 0.143 (tolerance 0.4)
rms left-right difference before averaging: 0.47 V
rms difference between starts at 0 and 10 V: 0.77 V
floor centre from the two starts: -1.12, -1.04 V
rms trajectory energy error: 0.312 eV; unresolved: 0.00000
uniform state: total imbalance -0.021, cell range -0.729 to 0.192
physical charging, rms move from steady, uniform: 0.07, 0.76 V
floor-centre charge density, permittivity 3.9: -31305 e/um^2
floor-centre charge density, permittivity 1: -9962 e/um^2
largest vacuum-potential difference: 7.1e-15 V
mean oxide field below floor centre: -0.280 MV/cm
mouth potential per floor volt, main and deep trench: 0.2778, 0.00234
deep trench (no steady state claimed): 60 by 120 nm
deep: rms difference between the two starts: 6.44 V
deep: floor centre from the two starts: 17.92, 18.00 V
deep: cells within tolerance: 21 of 36
```
